Thermal compliance topology optimisation: every density derivative from one temperature solution

**Result**

A conducting sheet of thickness t is divided into N cells with material densities ρ_e between 0 and 1. A fixed heat load Q drains into sinks at one common temperature, and T is the vector of nodal temperature rises above it. The thermal compliance is

C = QᵀT.

If the conductivity does not depend on temperature, then for every cell

∂C/∂ρ_e = −(dk_e/dρ_e) t T_eᵀ S T_e,  (1)

where T_e holds the cell's corner temperatures and S is a fixed 4 × 4 matrix. The solution that gives C therefore gives all N derivatives. Fixed heating alone does not suffice: the common sink temperature and the temperature-independent conductivity are also needed.

C has the unit W K. Divided by the total power P it is the heat-weighted mean temperature rise, so minimising C at fixed load minimises that mean. It need not minimise the peak.

**Discrete heat equation**

Let q be the heat absorbed per unit area. In the sheet −∇·(k t ∇T) = q, with T = 0 on the sink and no flux through the other edges. Multiply by a function v that vanishes on the sink and integrate by parts. The boundary term vanishes, on the sink because v = 0 and elsewhere because the flux is zero:

∫ k t ∇v·∇T dA = ∫ q v dA.

On a square cell with scaled coordinates ξ, η from 0 to 1, and corners numbered anticlockwise from the lower left, the first three bilinear shape functions are

N₁ = (1−ξ)(1−η), N₂ = ξ(1−η), N₃ = ξη.

The gradients scale as 1/(cell width) and the area as its square, so the width cancels from S_ij = ∫∇N_i·∇N_j dA:

S₁₁ = ∫[(1−η)² + (1−ξ)²] = 1/3 + 1/3 = 2/3
S₁₂ = ∫[−(1−η)² + ξ(1−ξ)] = −1/3 + 1/6 = −1/6
S₁₃ = ∫[−η(1−η) − ξ(1−ξ)] = −1/6 − 1/6 = −1/3.

Symmetry of the square gives the other entries. The first row of S is (4, −1, −2, −1)/6, and each row sums to zero. Adding the cell matrices k_e t S gives K, and each cell of area a² sends q a²/4 to each of its corners. On the nodes outside the sink,

K T = Q.  (2)

K is symmetric because S is. It is positive definite because θᵀKθ = t Σ k_e ∫_e |∇θ|² dA vanishes only for constant θ, and the sink forces that constant to be zero.

The conductivity is interpolated by

k_e = k₀ + (k₁ − k₀)ρ_e^p, dk_e/dρ_e = p(k₁ − k₀)ρ_e^(p−1),

with k₁ > k₀ > 0. A power p > 1 makes intermediate densities conduct poorly for the material they use.

**Why no second solution is needed**

Let a prime denote ∂/∂ρ_e. Since Q is fixed, differentiating (2) gives

K′T + KT′ = 0, so KT′ = −K′T.

Solving this for T′ would cost one solution per density. Instead, introduce λ with Kλ = Q. Then

C′ = QᵀT′ = (Kλ)ᵀT′ = λᵀKT′ = −λᵀK′T,

where the third step uses the symmetry of K. The equation for λ has the same matrix, load and zero sink values as (2), so λ = T. Hence C′ = −TᵀK′T. Only cell e contributes to K′, through (dk_e/dρ_e) t S, which gives (1).

Since T_eᵀST_e = ∫_e|∇T|² dA, the derivative with respect to conductivity is

∂C/∂k_e = −t ∫_e |∇T|² dA ≤ 0.

Added conductivity never raises C, and it helps most where the temperature gradient is steep. Because C = TᵀKT = Σ k_e t T_eᵀST_e, it also follows that Σ k_e ∂C/∂k_e = −C, a cheap check for any implementation.

A common sink temperature T_s different from zero adds a constant to T. S annihilates constants, so (1) is unchanged, while C gains a fixed amount: T_s times the sum of the entries of Q. That sum is P when the load on the sink nodes is counted too.

**A case solvable by hand**

Let a square sheet of side L be cooled along its whole left edge, with k depending on x alone. The heat absorbed beyond x must cross the line at x:

k t L dT/dx = qL(L−x), so dT/dx = q(L−x)/(kt).

Therefore

C = ∫ k t (dT/dx)² dA = Lq² ∫ (L−x)²/(kt) dx.

The flux does not depend on k, so a layer's conductivity can be differentiated directly: ∂C/∂k = −Lq² ∫(L−x)²/(k²t) dx = −tL ∫(dT/dx)² dx over that layer, as (1) requires. For uniform k, C = q²L⁴/(3kt), and with P = qL²,

C/P = qL²/(3kt).  (3)

**Filter and update rule**

The design variables x are smoothed into densities ρ = Hx. The weights in H fall linearly to zero at 1.5 cell widths, and each row of H sums to one. By the chain rule,

∂C/∂x_j = Σ_e H_ej ∂C/∂ρ_e.

Let V(x) be the mean of ρ and V* its permitted value. Stationarity of C + μ(V − V*) for a variable between its limits requires

B_j ≡ −(∂C/∂x_j)/(μ ∂V/∂x_j) = 1.

If B_j > 1, material in cell j earns more than its price μ, and x_j should grow. The update is x_j → x_j B_j^ν with ν = 1/2, clipped to a move limit and to the permitted range. Volume falls as μ rises, so μ is found by bisection.

```
x = V* in every cell
repeat
    rho = H x
    k = k0 + (k1 - k0) rho^p
    assemble K; solve K T = Q      # the one solution
    C = Q.T
    for each cell e:
        g[e] = -p (k1-k0) rho[e]^(p-1) t (T_e . S T_e)
    gx = H^T g;   vx = H^T (1/N, ..., 1/N)
    bisect mu until mean(H xnew) = V*:
        xnew = clip(x * (-gx/(mu vx))^nu,
                    max(xmin, x - move), min(1, x + move))
    x = xnew
until x settles
```

**Cost**

The derivative loop needs one small quadratic form per cell. One-sided finite differences need N + 1 solutions, each with its own matrix. For 1600 cells that is 1601 solutions per update instead of one.

The gain over a general adjoint method is smaller. An objective wᵀT with w ≠ Q needs Kλ = w, which can reuse the factorised K. Self-adjointness then saves one pair of triangular solves and the code for a second load vector.

**Stability of the update**

The layered sheet shows what ν does. Neglect k₀ and the filter. Layer j then contributes c_j/x_j^p to C with c_j fixed, because the flux is fixed. Thus B_j = b_j x_j^(−p−1)/μ, where b_j is constant, and the optimum x_j* satisfies b_j x_j*^(−p−1) = μ. Hence B_j = (x_j/x_j*)^(−p−1), and at fixed μ one update gives

x_j(new)/x_j* = (x_j/x_j*)^(1−ν(p+1)).

The iteration converges for 0 < ν < 2/(p+1). With p = 1 and ν = 1/2 it arrives in one step. With p = 3 and ν = 1/2 the exponent is −1: the error in ln x_j changes sign at each update without shrinking. In a plate the flux also redistributes, so this is a warning and not a prediction. If densities alternate between updates, reduce ν towards 1/(p+1).

For p > 1 the derivative vanishes at ρ_e = 0, and a multiplicative update cannot revive x_j = 0. The lower limit x_min = 0.001 keeps every variable positive, but the derivative there is so small that a variable may still fail to grow again.

**A bound on what is achievable**

For p > 1 the algorithm may stop at a local minimum. Formula (1) also gives an upper limit on what could still be gained. For any θ that vanishes on the sink, completing the square with Q = KT gives

2Qᵀθ − θᵀKθ = C − (θ−T)ᵀK(θ−T) ≤ C.

C is therefore the maximum over θ of the left side. For each θ that side is linear in the conductivities, and a maximum of linear functions is convex. With p = 1, k is linear in ρ, so C lies above its tangent plane at any density ρ with derivatives g:

C(r) ≥ C(ρ) + Σ g_e(r_e − ρ_e).

All g_e are negative or zero. The right side is smallest when the permitted material fills the cells with the most negative g_e, and sorting finds that value. It bounds every two-material pattern built from these cells with at most the permitted volume. It also bounds designs with p > 1, since ρ^p ≤ ρ and lower conductivity cannot lower C.

Splitting the cells while keeping the pattern enlarges the set of functions θ, so the maximum C can only rise and the bound survives. It is not proved for patterns with detail finer than the original cells.

**Worked example: a copper–silica membrane**

A suspended membrane in vacuum, 100 μm square and 1 μm thick, absorbs 10 W/cm² uniformly, in total 1 mW. The sink occupies the middle 20 μm of the left edge. Copper may cover 40% of the area. The conductivities, 400 W/(m K) for copper and 1.4 W/(m K) for silica, are rough typical values. There are 40 × 40 cells, p = 3, the move limit is 0.2, and mirror symmetry is imposed.

At the uniform start ρ = 0.4,

k = 1.4 + 398.6 × 0.064 = 26.910 W/(m K)
dk/dρ = 3 × 398.6 × 0.16 = 191.328 W/(m K).

A cell at the centre has corner temperatures 26.78653, 27.30738, 27.31241 and 26.79247 K. Because the rows of S sum to zero, the quadratic form reduces to differences:

T_eᵀST_e = (1/6)[(T₁−T₂)² + (T₂−T₃)² + (T₃−T₄)² + (T₄−T₁)²] + (1/3)[(T₁−T₃)² + (T₂−T₄)²]
= 0.54168/6 + 0.54168/3 = 0.27084 K².

Formula (1) then gives

∂(C/P)/∂ρ = −191.328 × 10⁻⁶ × 0.27084/10⁻³ = −0.0518 K.

Solving again with this density perturbed gives the same value. The perturbation is an imaginary number ih: C(ρ+ih) = C + ihC′ + O(h²), so the imaginary part yields C′ without subtracting nearly equal numbers. Transposes in such a calculation must not be conjugated. On a 10 × 10 mesh with random densities between 0.2 and 1, all 100 derivatives were tested this way. The error vector had 1.2 × 10⁻¹⁴ of the norm of the re-solved gradient.

At the middle of the sink the derivative is −1.54 K, and in the far corner −2.4 × 10⁻⁵ K. It is strongest at the ends of the sink, where the heat flow crowds together: −7.0 K in the cell just beyond an end. These are exact derivatives of the 40 × 40 model, not converged values. With the temperature inside the same cells resolved eight times more finely they become −1.69 K, −3.2 × 10⁻⁵ K and −5.7 K, and the cells on the two sides of a sink end become nearly equal. Little heat crosses the insulated corner, so copper there hardly matters at first.

The mean rise falls from 25.7 K to 4.38 K after 10 updates, 3.45 K after 30 and 3.31 K after 100. The largest change of a variable in the last update was still 0.022, so the design had not fully settled. The mean of 4ρ(1−ρ) is 0.30, which is appreciably grey. The result to judge is therefore the two-material pattern, made by giving copper to the densest 40% of cells. Its mean rise is 3.19 K on the original mesh, and 3.28 and 3.32 K when each cell side is divided by 2 and 4. The original mesh is thus about 4% below the finest one. Since refinement can only raise C, the exact mean for this pattern is higher still: division by 8 gives 3.34 K. A cell-centred finite-volume discretisation conserves the heat flux exactly, so its dissipation bounds C from above; with sides divided by 16 it gives 3.50 K. The exact mean therefore lies between 3.34 and 3.50 K, up to 5% above the 3.32 K used below. The peak rise is less certain: 7.1 K with the elements divided by 4 or 8, but 8.1 K with the finite volumes. The two schemes treat corner contacts between copper cells very differently, which is the likely source of the gap.

The pattern is drawn in the numerical output. Copper on the midline ends about a quarter of the way across. The trunk splits into two mirror-image arms, from which thinner branches reach into the silica. Of the copper, 97.8% is joined to the sink through cell edges. The rest touches it only at cell corners, and these contacts should be repaired before fabrication.

A straight copper strip 40 μm wide, with the same copper area, load and sink, has a mean rise of 15.3 K and a peak of 35.3 K. Equation (3) explains this. The silica on either side is a fin of length 30 μm, whose mean rise above the strip is

10⁵ × (30×10⁻⁶)²/(3 × 1.4×10⁻⁶) = 21.4 K.

It covers 60% of the area and contributes 12.9 K to the mean. The strip carries all the heat through 40% of the width and contributes about 10⁻³/(3 × 4×10⁻⁴ × 0.4) = 2.1 K. The sum, about 15 K, omits the narrowing into the sink. Most of the strip's penalty is thus the distance heat travels in silica, which the branches shorten.

The lower bound is 2.27 K, equal to the p = 1 optimum at the printed precision. No pattern of these cells with this copper area can have a mean rise below it. The possible gain over the pattern found is at most 32 to 35%, according to where its exact mean lies between 3.34 and 3.50 K. Whether any two-material pattern comes near the bound is not settled here.

**When formula (1) fails**

The three cases below use the 10 × 10 mesh and random densities described above. Errors are relative to the norm of the re-solved gradient, and each corrected formula passed the same test. The percentages belong to one random draw and show only the order of size: two other draws turn the 362% below into 391 and 480%, and the 22% into 27 and 28%.

*Unequal sink temperatures.* Sink temperatures are fixed, so T′ still vanishes there, and C′ = −λᵀK′T with λ zero on every sink. But T now includes heat flowing between sinks, so λ ≠ T. With the whole right edge held 20 K hotter, formula (1) is wrong by 362%.

*Temperature-dependent conductivity.* Let k_e be multiplied by 1 + βT̄_e, where T̄_e is the mean of the corner temperatures. Differentiating the heat balance with respect to T gives K plus the cell terms

k_e β t (S T_e)(1, 1, 1, 1)/4.

This Jacobian J is not symmetric. The adjoint equation is Jᵀλ = Q, and C′ = −(dk_e/dρ_e)(1 + βT̄_e) t λ_eᵀST_e. For β = 1% per K, using T for λ gives an error of 3.5%, measured on 15 of the cells.

*Density-dependent heating.* Now KT′ = Q′ − K′T, and

C′ = Q′ᵀT + QᵀT′ = Q′ᵀT + TᵀKT′ = 2TᵀQ′ − TᵀK′T.

One solution still suffices, but the first term must be kept. For heating proportional to density, omitting it gives an error of 22%. The derivative can then be positive, and the square-root update no longer applies as written.

**The model beside a real membrane**

Of the effects estimated here, the imperfect sink moves the result most. For a silicon frame of roughly 150 W/(m K), treating the sink as a thin elliptical contact on a half-space gives a further rise of 0.47 K; an isothermal 20 × 1 μm rectangle gives about 0.43 K. This assumes that silicon extends well above and below the membrane. If the membrane is flush with the frame's top face, heat can spread only downwards and the rise is roughly 0.7 to 0.8 K. A contact resistance of roughly 10⁻⁸ m² K/W adds 0.50 K if the heat crosses it evenly, and somewhat more if it does not. Together they lift the mean from 3.3 to about 4.3 K, or to about 4.6 K for the flush membrane. If the sink stays isothermal, this shift is the same for every pattern and leaves (1) intact.

The load is also idealised. Uniform absorption presumes a common absorbing coating, since bare copper and silica absorb differently; without one, the term 2TᵀQ′ returns. The flux of 10 W/cm² suits laser or electrical heating and is far above room-temperature thermal radiation, about 0.05 W/cm².

Other effects are smaller for these numbers:

- Rough temperature coefficients of −0.02% per K for copper and +0.1% per K for silica change the mean by less than 0.01 K.
- Diffuse electron scattering at the film faces, with a mean free path of roughly 40 nm, lowers copper's conductivity by about 1.5%. Grain boundaries in deposited films can lower it further. A 20% reduction would raise the mean rise by at most a factor 1/0.8, to 4.2 K before the sink corrections, because scaling every conductivity by 0.8 would raise it by just that factor.
- A copper–silica interface resistance of roughly 10⁻⁸ m² K/W equals 14 nm of silica, 0.56% of a cell width.
- Heat entering at one face produces a drop of 0.036 K through the silica.
- With black faces and surroundings at a sink temperature of 300 K, the net radiative loss would be 0.04% of the load.

The vacuum matters too: air in a 10 μm gap beneath the membrane would carry away about 9% of the load at the computed mean rise. If the surface below is at the sink temperature, a fixed loss coefficient adds a symmetric, density-independent matrix to K. The derivation of (1) then goes through unchanged, with T taken from the new solution.

Computed values

```
side: 100 um
thickness: 1 um
absorbed flux: 10 W/cm2
total power: 1 mW
cells = density variables: 1600
gradient error, 100 variables: 1.2e-14
plain-formula error, unequal sinks: 362.1 %
plain-formula error, k(T) 1%/K: 3.5 %
plain-formula error, load ~ density: 22.4 %
start: cell conductivity: 26.910 W/(m K)
start: dk/drho: 191.328 W/(m K)
d(C/P)/drho sink: -1.54457e+00 K, re-solved -1.54457e+00 K
d(C/P)/drho centre: -5.18190e-02 K, re-solved -5.18190e-02 K
d(C/P)/drho far corner: -2.37516e-05 K, re-solved -2.37516e-05 K
centre cell corners: 26.78653 27.30738 27.31241 26.79247 K
C/P after 0, 10, 30, 100 updates: 25.699 4.381 3.445 3.308 K
largest last density change: 0.022
greyness, mean 4 rho(1-rho): 0.302
pattern C/P, cells split 1, 2, 4: 3.191 3.283 3.321 K
pattern peak rise: 7.06 K
copper joined edge-to-edge to sink: 97.8 %
straight strip C/P: 15.263 K
straight strip peak rise: 35.33 K
convex problem C/P reached: 2.266 K
lower bound on C/P, any pattern: 2.266 K
neglected: silicon frame rise: 0.47 K
neglected: sink contact rise: 0.50 K
neglected: k(T) change of C/P: -0.002 K
neglected: copper k cut by surfaces: 1.5 %
neglected: interface length/cell: 0.56 %
neglected: through-thickness drop: 0.036 K
neglected: radiated share, black: 0.041 %
loss share if air in 10 um gap: 8.6 %
upper half of pattern, sink at lower left (# copper):
........................................
........................................
...#........#.........#.....#......#....
...#......###.......##......#.....####..
...#....###........##......#.....##.....
...##..###.......###.......#...###......
....#.###........##........#########....
....####........##........######....#...
....###........###......######..........
...###........####....######............
..####......###############.............
..####...##################.............
.############################.......#...
####################################....
########################...#######......
#######################......#...##.....
###################...##.....#....##....
################........#...........#...
##############..........................
###########.............................
```
